RPA Correlation Energy of a Single Excitation from a Frequency Integral

PROBLEM

An electron occupies a real orbital φᵢ, and one empty real orbital φₐ is available to it. The orbital energies differ by the gap Δ = εₐ − εᵢ > 0. The product of the two orbitals is the transition density,

ρ(r) = φᵢ(r) φₐ(r),

and its electrostatic interaction with itself defines the coupling

K = ∫∫ ρ(r) v(r,r′) ρ(r′) dr dr′, v(r,r′) = 1/|r − r′|.

Hartree atomic units are used, so ħ = 1 and frequencies and energies share one unit. In the direct random phase approximation (RPA), the electron responds to an applied potential plus the electrostatic potential of the density change it causes. Exchange is left out of this response.

The RPA correlation energy is the frequency integral

E = (1/2π) ∫₀^∞ dω Tr[ln(1 − vχ₀(iω)) + vχ₀(iω)],  (1)

where χ₀(iω) is the density response without the induced potential, at imaginary frequency iω. Products and the trace are taken over positions.

(a) Find χ₀(iω). Then include the induced potential, show that the amplitude c of φₐ in the occupied orbital obeys i dc/dt = Ac + Bc* when no external potential acts, with A = Δ + K and B = K, and find the frequency Ω of its free oscillation.

(b) Explain where equation (1) comes from, and reduce its trace to an ordinary function of ω.

(c) Carry out the integral and show that

E = [√(Δ(Δ + 2K)) − Δ − K]/2.

(d) Determine the sign of E, its limits for weak and strong coupling, and the condition under which the result fails. Interpret E as a zero-point energy.

(e) Evaluate E for Δ = 0.8 hartree and K = 0.5 hartree, and compare it with the leading term in K.

(f) How many frequency points does a numerical evaluation of (1) need in this example, and why is the frequency form of interest for large systems?

SOLUTION

(a) Response and free oscillation

Let a weak real potential V(r)e^{ωt} act, with ω > 0. A time factor e^{−izt} with z = iω is e^{ωt}, so an imaginary frequency describes a potential that grows smoothly instead of oscillating. To first order, write the occupied orbital as

φ(t) = e^{−iεᵢt}[φᵢ + c(t)φₐ].

A first-order change in the coefficient of φᵢ is a phase and does not alter the density, so it is omitted. Inserting φ(t) into the time-dependent Schrödinger equation and projecting on φₐ gives

εᵢc + i dc/dt = εₐc + V̄e^{ωt}, V̄ = ∫ρ(r)V(r) dr,

and therefore

i dc/dt = Δc + V̄e^{ωt}.  (2)

The solution that grows with the potential is c = Ce^{ωt}. Equation (2) then reads iωC = ΔC + V̄, so

C = −V̄/(Δ − iω).

The first-order density change is ρ(r)(c + c*). Adding C and its complex conjugate gives

C + C* = −V̄[1/(Δ − iω) + 1/(Δ + iω)] = −2ΔV̄/(Δ² + ω²).

The response function is the factor that turns V into the density change:

χ₀(r,r′;iω) = −p(ω) ρ(r)ρ(r′), p(ω) = 2Δ/(Δ² + ω²).  (3)

The minus sign says that the density change weighted with the potential, ∫V(r)ρ(r)(C + C*) dr = −pV̄², cannot be positive: on balance, density moves toward lower potential. This need not hold at every point, because the shape of the change is fixed by ρ(r).

Now include the induced potential. The density change ρ(c + c*) produces the potential ∫v(r,r′)ρ(r′)dr′ (c + c*). Its matrix element between φₐ and φᵢ is K(c + c*). This is added to the right side of (2). Without an external potential,

i dc/dt = Δc + K(c + c*) = (Δ + K)c + Kc*.  (4)

This is the stated equation, with A = Δ + K and B = K. The term with c* is present because the density depends on c + c*, not on c alone.

To find the free oscillation, write c = q + ip̃ with real q and p̃. The left side of (4) is i dq/dt − dp̃/dt, and the right side is (A + B)q + i(A − B)p̃. Real and imaginary parts give

dp̃/dt = −(A + B)q, dq/dt = (A − B)p̃.

Differentiating the second equation and inserting the first gives

d²q/dt² = −(A − B)(A + B)q.

This is a harmonic oscillator with

Ω² = (A − B)(A + B) = Δ(Δ + 2K).  (5)

For K > 0 the induced potential opposes the displacement of charge, which stiffens the oscillation and places Ω above Δ.

(b) Origin and reduction of the energy formula

Let the electron-electron interaction be sv, with s running from 0 to 1, and let the one-body potential be adjusted so that the density n(r) stays fixed. The derivative of the ground-state energy with respect to s is the expectation value of the derivative of the Hamiltonian. At fixed density, the one-body potential contributes equally to the full energy and to the energy expectation value of the s = 0 state, so it cancels in their difference. That difference is the correlation energy:

E = ∫₀¹ ds [⟨W⟩ₛ − ⟨W⟩₀],

where W is the interaction at full strength. The part of ⟨W⟩ₛ that depends on s comes from density fluctuations δn̂ = n̂ − n:

⟨W⟩ₛ − ⟨W⟩₀ = ½∫∫v(r,r′)[⟨δn̂(r)δn̂(r′)⟩ₛ − ⟨δn̂(r)δn̂(r′)⟩₀] dr dr′.

The fluctuations follow from the response. The calculation that gave (3), applied to many-electron eigenstates with excitation energies Eₙ and real transition densities ρₙ, gives

χₛ(iω) = −Σₙ [2Eₙ/(Eₙ² + ω²)] ρₙ(r)ρₙ(r′).

For any a > 0,

∫₀^∞ 2a/(ω² + a²) dω = 2[arctan(ω/a)]₀^∞ = π.  (6)

Integrating χₛ over ω thus gives −πΣₙρₙ(r)ρₙ(r′). By completeness of the eigenstates, the sum over excited states is ⟨δn̂(r)δn̂(r′)⟩ₛ. Consequently

E = −(1/2π) ∫₀¹ ds ∫₀^∞ dω Tr v[χₛ(iω) − χ₀(iω)].  (7)

Up to this point no approximation has been made to the response. The RPA enters by taking χₛ from the electrostatic response of part (a), with the induced potential multiplied by s and the reference gap Δ kept.

Let m be the amplitude of the density change ρm. The total potential has the matrix element V̄ + sKm, so (3) gives

m = −p(V̄ + sKm).

Collecting m on the left yields m(1 + spK) = −pV̄. With

y(ω) = p(ω)K = 2ΔK/(ω² + Δ²),  (8)

the response is

χₛ(r,r′;iω) = −[p/(1 + sy)] ρ(r)ρ(r′).

Multiplying by v and taking the trace replaces the two transition densities by K:

Tr vχₛ = −y/(1 + sy), Tr vχ₀ = −y.

Inserting these into (7), the two minus signs in front of the first term cancel:

E = (1/2π) ∫₀^∞ dω ∫₀¹ ds [y/(1 + sy) − y].

The order of integration could be exchanged because the bracket equals −sy²/(1 + sy), which has one sign as long as 1 + sy > 0. The integral over s is elementary, since d ln(1 + sy)/ds = y/(1 + sy). Hence

E = (1/2π) ∫₀^∞ dω [ln(1 + y) − y].  (9)

It remains to see that this is equation (1). Acting on any function f, vχ₀ gives −p(vρ)∫ρf. The result is always proportional to vρ, so there is a single nonzero eigenvalue. Setting f = vρ shows that it is −pK = −y. The symmetric operator v^{1/2}χ₀v^{1/2} has the same nonzero eigenvalue, and the logarithm can be evaluated on its eigenfunctions. All eigenvalues equal to zero contribute ln 1 = 0, and the remaining one contributes ln(1 + y). Therefore

Tr[ln(1 − vχ₀) + vχ₀] = ln(1 + y) − y.

This argument does not expand the logarithm in powers of y, so y may exceed 1.

(c) The frequency integral

Put the argument of the logarithm over a common denominator:

1 + y = (ω² + Δ² + 2ΔK)/(ω² + Δ²) = (ω² + Ω²)/(ω² + Δ²).  (10)

The last step uses (5). The denominator contains the uncoupled excitation energy and the numerator the coupled one.

At large ω, both ln(1 + y) and y fall off as 1/ω², so the two terms of (9) can be integrated separately. For the first, define

J(a) = ∫₀^∞ ln[(ω² + a²)/(ω² + Δ²)] dω, a > 0.

At a = Δ the logarithm vanishes, so J(Δ) = 0. Differentiating under the integral sign and using (6),

dJ/da = ∫₀^∞ 2a/(ω² + a²) dω = π.

The differentiation is permitted because, for a between two positive bounds a₁ < a₂, the differentiated integrand is no larger than 2a₂/(ω² + a₁²), which is integrable. The derivative is constant, so

J(Ω) = π(Ω − Δ).  (11)

For the second term, (6) with a = Δ gives

∫₀^∞ y dω = K ∫₀^∞ 2Δ/(ω² + Δ²) dω = πK.  (12)

Inserting (11) and (12) into (9),

E = (1/2π)[π(Ω − Δ) − πK] = (Ω − Δ − K)/2.

With Ω from (5), this is the required result:

E = [√(Δ(Δ + 2K)) − Δ − K]/2 = (Ω − A)/2.  (13)

The logarithm supplies the shift of the excitation energy, Ω − Δ. The linear term removes K, the part of this shift that is of first order in the coupling. The factor 1/2 is what remains of 1/(2π) after each integral has supplied a factor π.

(d) Sign, limits, failure and meaning

Multiply and divide Ω − A by Ω + A. Since Ω² − A² = −B² = −K²,

E = −K²/[2(Ω + Δ + K)].  (14)

The denominator is positive, so E is negative for K ≠ 0 and zero for K = 0. Equation (14) is also the better form for computation at small K, where (13) subtracts nearly equal numbers.

For weak coupling, |K| ≪ Δ, the sum Ω + Δ + K tends to 2Δ, and

E ≈ −K²/(4Δ).  (15)

The same term follows from (9) through ln(1 + y) − y ≈ −y²/2. To evaluate the integral, start from ∫₀^∞dω/(ω² + b) = π/(2√b) and differentiate with respect to b. This gives ∫₀^∞dω/(ω² + b)² = π/(4b^{3/2}). With b = Δ²,

−(1/4π) ∫₀^∞ y² dω = −(1/4π)(4Δ²K²)[π/(4Δ³)] = −K²/(4Δ).

For strong repulsive coupling, K ≫ Δ, the root is approximately √(2ΔK), which is small compared with K. The leading behaviour is E ≈ −K/2. The same value is reached when Δ goes to zero at fixed K > 0. The second-order term (15) diverges in that limit, while the RPA energy stays finite.

The result holds for Δ + 2K > 0 and fails for Δ + 2K < 0. At ω = 0 the argument of the logarithm is 1 + 2K/Δ, and for Δ + 2K < 0 it is negative. At the same time Ω² < 0, so the equation for q has an exponentially growing solution: the reference state is unstable within this model, and (13) has no real value. For the Coulomb interaction this does not happen in the direct RPA, because K is twice the electrostatic energy of the charge distribution ρ and cannot be negative. A negative K would have to come from some other effective coupling.

The energy can be read as a zero-point shift. Consider a boson mode with

H = A b†b + (B/2)(b†b† + bb).

Write b = (x + iP)/√2 with [x,P] = i. Then b†b = (x² + P² − 1)/2 and b†b† + bb = x² − P², so

H = ½(A + B)x² + ½(A − B)P² − A/2.

This oscillator has the frequency √((A + B)(A − B)) = Ω and the ground-state energy Ω/2 − A/2, which is E. The subtraction of A/2 sets the energy of the state without bosons to zero, and the pair terms with B lower the ground state below it.

Two remarks on spin and self-interaction belong here. First, if φᵢ holds two electrons of opposite spin, there are two amplitudes c↑ and c↓, and each responds to the total density change. With κ = ∫∫ρvρ,

i dc_σ/dt = Δc_σ + κ[(c↑ + c↑*) + (c↓ + c↓*)], σ = ↑, ↓.

The combination (c↑ + c↓)/√2 obeys (4) with K = 2κ. The combination (c↑ − c↓)/√2 carries no net density change, keeps the frequency Δ and contributes nothing to E. Formula (13) therefore holds for the closed shell with K = 2κ.

Second, if the system contains just one electron, its true correlation energy is zero, yet (13) gives a negative number. The electron has been allowed to respond to the potential of its own density change. This self-interaction error is a consequence of leaving out exchange. The model shows how the direct RPA works, and its energy should not be taken for the exact one.

(e) Numerical example

The parameters Δ = 0.8 hartree and K = 0.5 hartree are chosen as round numbers and do not describe a particular molecule. The matrix elements are

A = 0.8 + 0.5 = 1.3 hartree, B = 0.5 hartree.

The coupled excitation energy follows from

Ω² = 0.8 × (0.8 + 2 × 0.5) = 0.8 × 1.8 = 1.44 hartree²,

so Ω = 1.2 hartree. The coupling raises the excitation energy by 0.4 hartree. The closed form gives

E = (1.2 − 1.3)/2 = −0.0500 hartree = −1.361 eV.

The frequency integral can be followed in its parts. At ω = 0, y = 1.25 and the integrand is ln 2.25 − 1.25 = −0.4391. It is −0.1395 at ω = 0.8 hartree, −0.0269 at 1.6 hartree and −0.0026 at 3.2 hartree. The fast decay reflects the cancellation of the terms linear in y: what remains at large ω is −y²/2, which falls off as 1/ω⁴.

Direct numerical integration of the two terms gives

∫₀^∞ ln(1 + y) dω = 1.2566 hartree, in agreement with π(Ω − Δ) = 0.4π,

∫₀^∞ y dω = 1.5708 hartree, in agreement with πK = 0.5π.

Their difference is −0.3142 hartree, and division by 2π gives −0.0500 hartree again. The numerical check also obtains this energy from the integral over coupling strength (7), from a matrix version of the trace (1), and from the boson Hamiltonian.

The leading term in K is

−K²/(4Δ) = −0.25/3.2 = −0.0781 hartree.

Its magnitude is 1.56 times that of the RPA energy. Dividing (15) by (14) explains the factor:

[K²/(4Δ)]/{K²/[2(Ω + A)]} = (Ω + A)/(2Δ) = 2.5/1.6 = 1.56.

For K > 0, both Ω and A exceed Δ, so this ratio is greater than 1. Within this model, the second-order term overestimates the magnitude of the RPA energy for every repulsive coupling. The difference arises because the induced potential reduces the response, through the denominator 1 + sy of χₛ. In this example it cannot be recovered by adding higher powers of K one by one. The power series of Ω = Δ√(1 + 2K/Δ) converges for 2|K| < Δ and diverges for 2|K| > Δ, and here 2K/Δ = 1.25. The closed form (13) holds regardless.

(f) Frequency points and large systems

To use a rule on a finite interval, map −1 < x < 1 onto the positive frequencies:

ω = Δ(1 + x)/(1 − x), dω = 2Δ dx/(1 − x)².

The quotient rule gives the numerator of dω/dx as Δ[(1 − x) + (1 + x)] = 2Δ. A Gauss-Legendre rule in x then gives these energies, with absolute errors measured against the closed form:

2 points: −0.04498 hartree, error 5.0 × 10⁻³ hartree
4 points: −0.04968 hartree, error 3.2 × 10⁻⁴ hartree
8 points: −0.0499996 hartree, error 4.0 × 10⁻⁷ hartree
16 points: −0.0500000 hartree, error 2.4 × 10⁻¹³ hartree

Four points leave an error of about 0.6 % of the RPA energy, and eight points are ample for this example. These counts belong to one mode, to a map scaled by its own gap, and to the ratio K/Δ = 0.625. At K/Δ = 100, where Ω lies far above Δ, eight points leave a relative error of about 2 × 10⁻⁴ instead of 8 × 10⁻⁶. They do not establish how many points a system with widely spread gaps needs.

The interest of the frequency form lies in what it avoids. In a system of size N, the numbers of occupied and empty orbitals both grow as N, so the number of excitations grows as N². Finding all coupled excitation energies by dense diagonalization takes a number of operations proportional to the cube of the matrix dimension, hence to N⁶. Equation (1) needs no coupled excitation energies. If densities and potentials are represented by a number of functions proportional to N, χ₀ is an N × N matrix up to a constant factor. Summing its N² elements over N² excitations costs N⁴ operations per frequency, and the logarithm, obtained from a determinant, costs N³. With a fixed number of frequency points, the total grows as N⁴ instead of N⁶. Methods of still lower scaling must reduce the cost of building χ₀, which is the dominant step in this count.

For one excitation there is no cost to save. The example shows instead how the integral contains the excitation energy: Ω enters through the numerator of (10), and the integration over ω turns it into the energy shift without an eigenvalue problem having been solved.

Values computed for the example and the checks

```
gap Delta = 0.8000 hartree
coupling K = 0.5000 hartree
A = 1.3000 hartree
B = 0.5000 hartree
Omega squared = 1.4400 hartree^2
Omega = 1.2000 hartree
w = 0.0 hartree: y = 1.250000, ln(1+y)-y = -0.439070 (no unit)
w = 0.8 hartree: y = 0.625000, ln(1+y)-y = -0.139492 (no unit)
w = 1.6 hartree: y = 0.250000, ln(1+y)-y = -0.026856 (no unit)
w = 3.2 hartree: y = 0.073529, ln(1+y)-y = -0.002578 (no unit)
integral of ln(1+y), numerical = 1.256637 hartree
pi*(Omega - Delta) = 1.256637 hartree
integral of y, numerical = 1.570796 hartree
pi*K = 1.570796 hartree
RPA energy, frequency integral = -0.05000000 hartree
RPA energy, closed form = -0.05000000 hartree
RPA energy, closed form = -1.3606 eV
RPA energy, coupling-strength integral = -0.05000000 hartree
RPA energy, five-point matrix trace = -0.05000000 hartree
boson ground-state energy = -0.05000000 hartree
second-order energy = -0.078125 hartree
second-order / RPA energy = 1.5625 (no unit)
2 frequency points: energy = -0.0449848493 hartree, absolute error = 5.0e-03 hartree
4 frequency points: energy = -0.0496844755 hartree, absolute error = 3.2e-04 hartree
8 frequency points: energy = -0.0499996025 hartree, absolute error = 4.0e-07 hartree
16 frequency points: energy = -0.0500000000 hartree, absolute error = 2.4e-13 hartree
```
